# The Two-Thirds-Power Law of Polishing with Equal-Height Pad Asperities

In the example worked out below, a wafer polished at 20 kPa loses 168 nm of thickness per minute. At 40 kPa, with speed, pad and slurry held fixed, it loses 267 nm per minute. Twice the pressure gives 1.59 times the removal. The factor is \(2^{2/3}\), and it comes from the way in which a fixed number of elastic contacts grows under load.

## Setting and theorem

A pad touches a flat wafer through rounded tips, called asperities. The nominal pressure \(P\) is the total load divided by the whole wafer area. The assumptions are these.

1. There are \(n\) tips per unit nominal area, all of radius \(R\) and equal height, on equivalent sites. They carry the whole load; the fluid carries none.
2. Contact is elastic, without friction or adhesion. The contact radius \(a\) is small against \(R\) and against the tip spacing, so that each body responds as an elastic half-space.
3. Each unit of real contact area holds \(c\) trapped abrasives. They stay with the pad while the wafer slides past at speed \(v\).
4. Each trapped abrasive removes a volume \(s\) per unit sliding distance, hence \(sv\) per unit time.
5. The quantities \(n,R,c,s,v\) and the elastic constants do not depend on \(P\).

With Young's moduli \(E_p,E_w\) and Poisson ratios \(\nu_p,\nu_w\) of pad and wafer, define the reduced modulus \(E^*\) by
\[
\frac1{E^*}=\frac{1-\nu_p^2}{E_p}+\frac{1-\nu_w^2}{E_w}.
\]

**Theorem.** Under assumptions 1 to 5 the wafer loses thickness at the rate
\[
\dot h=\pi\,c\,s\,v\,n^{1/3}\left(\frac{3RP}{4E^*}\right)^{2/3}.
\]

Assumption 4 fixes the meaning of "equal volume". If an abrasive instead drifted through a contact and removed a fixed volume once per passage, the number of passages per unit time would be proportional to the contact width \(2a\), not to the area. Since \(a\propto P^{1/3}\), as shown below, the exponent would be \(1/3\). A count of randomly placed drifting particles at 10 and 40 kPa gives 0.334.

## Lemma 1: a point load on a half-space

**Lemma 1.** A normal force \(F\) on the surface of a half-space with constants \(E,\nu\) lowers the surface at distance \(r\) by \((1-\nu^2)F/(\pi Er)\).

**Proof.** Let \(z\) point into the solid, let \(G=E/[2(1+\nu)]\), and let \(\rho\) be the distance from the load. Take
\[
\psi=\frac{F}{2\pi\rho},\qquad \chi=\frac{F}{2\pi}\ln(\rho+z).
\]
Both are harmonic inside the solid, and \(\partial_z\chi=\psi\). Try the displacement
\[
2G\,\mathbf u_h=-(1-2\nu)\nabla_h\chi-z\nabla_h\psi,
\]
\[
2G\,u_z=2(1-\nu)\psi-z\partial_z\psi,
\]
where \(h\) marks the horizontal directions. Since \(\nabla_h^2\chi=-\partial_z\psi\) and \(\nabla_h^2\psi=-\partial_z^2\psi\), the terms with \(z\) cancel in the divergence:
\[
2G\,\nabla\!\cdot\mathbf u=2(1-2\nu)\partial_z\psi .
\]
Also \(2G\nabla^2\mathbf u=-2\nabla\partial_z\psi\). Hence \((1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0\), which is elastic equilibrium. Hooke's law gives the stresses
\[
\sigma_{xz}=-z\,\partial_x\partial_z\psi,\qquad
\sigma_{zz}=\partial_z\psi-z\,\partial_z^2\psi,
\]
and \(\sigma_{yz}\) likewise. Away from the load the surface is free of traction. On any plane of constant \(z>0\), \(\int\partial_z\psi\,dA=-F\). This is independent of \(z\), so the second term of \(\sigma_{zz}\) integrates to zero and the total force is \(F\), directed into the solid. At \(z=0\),
\[
u_z=\frac{(1-\nu)\psi}{G}=\frac{(1-\nu^2)F}{\pi Er}.\qquad\blacksquare
\]

Pad and wafer feel equal and opposite pressures. Their surface displacements add, so the combined displacement of a point load is \(F/(\pi E^*r)\).

## Lemma 2: a semi-elliptic pressure

**Lemma 2.** The pressure \(p=p_0\sqrt{1-r^2/a^2}\) on a disc of radius \(a\) gives the combined displacement
\[
u=\frac{\pi p_0}{4aE^*}(2a^2-r^2)\qquad(r\le a),
\]
\[
u=\frac{p_0}{2aE^*}\left[(2a^2-r^2)\arcsin\frac ar+a\sqrt{r^2-a^2}\right]\quad(r>a).
\]

**Proof.** Use polar coordinates \((t,\varphi)\) centred on the observation point, with \(\varphi\) measured from the line to the disc's centre. The area element \(t\,dt\,d\varphi\) cancels the \(1/t\) of the point-load law:
\[
u=\frac1{\pi E^*}\int d\varphi\int p\,dt .
\]
The inner integral runs along a chord at distance \(r|\sin\varphi|\) from the centre. Its half-length \(\ell\) obeys \(\ell^2=a^2-r^2\sin^2\varphi\). With \(\tau\) measured from the chord's midpoint, \(p=(p_0/a)\sqrt{\ell^2-\tau^2}\), and the area of a half-disc gives
\[
\int_{-\ell}^{\ell}p\,d\tau=\frac{\pi p_0}{2a}(a^2-r^2\sin^2\varphi).
\]
For an inner point, angles from 0 to \(\pi\) cover every full chord once. The integral of \(\sin^2\varphi\) is then \(\pi/2\), so
\[
u=\frac{p_0}{2aE^*}\left(\pi a^2-\frac{\pi r^2}{2}\right),
\]
the first formula. For an outer point only \(|\varphi|<\varphi_0=\arcsin(a/r)\) meets the disc. Then
\[
u=\frac{p_0}{2aE^*}\left[2a^2\varphi_0-r^2(\varphi_0-\sin\varphi_0\cos\varphi_0)\right],
\]
and \(r^2\sin\varphi_0\cos\varphi_0=a\sqrt{r^2-a^2}\) gives the second. \(\blacksquare\)

## Lemma 3: one tip under load

**Lemma 3.** A tip under load \(F\) has contact radius \(a\), approach \(\delta\) and peak pressure \(p_0\) given by
\[
F=\frac{4E^*a^3}{3R},\qquad \delta=\frac{a^2}{R},\qquad p_0=\frac{2aE^*}{\pi R}.
\]

**Proof.** Near its lowest point the sphere has height \(r^2/(2R)\). When the bodies approach by \(\delta\), the gap is \(g=r^2/(2R)-\delta+u\), which must vanish in contact. Insert the inner formula of Lemma 2. The terms in \(r^2\) require \(\pi p_0/(4aE^*)=1/(2R)\), which gives \(p_0\). The constant terms require \(\delta=\pi p_0a/(2E^*)=a^2/R\). With \(w=1-r^2/a^2\), the load is
\[
F=\int_0^a2\pi r\,p\,dr=\pi a^2p_0\int_0^1\sqrt w\,dw=\frac{2\pi a^2p_0}3=\frac{4E^*a^3}{3R}.
\]

The bodies must not overlap outside the contact. Differentiating the outer gap gives
\[
g'(r)=\frac rR\left(1-\frac{2}{\pi}\arcsin\frac ar\right)+\frac{2a\sqrt{r^2-a^2}}{\pi Rr}>0,
\]
and \(g(a)=0\), so \(g>0\) for \(r>a\).

No other state carries the same load. Suppose states 1 and 2 do, each with \(p\ge0\), \(g\ge0\) and \(pg=0\). Because the loads are equal, the difference in approach drops out and
\[
\int(p_1-p_2)(g_1-g_2)dA=\int(p_1-p_2)(u_1-u_2)dA .
\]
The right side is twice the elastic energy of the pressure difference, so it is positive unless \(p_1=p_2\). The left side equals \(-\int(p_1g_2+p_2g_1)dA\le0\). Hence \(p_1=p_2\). \(\blacksquare\)

## Proof of the theorem

Equal heights and equivalent sites give each tip the load \(F=P/n\). By Lemma 3,
\[
a^3=\frac{3RP}{4E^*n}.
\]
The real contact area per nominal area is
\[
n\pi a^2=\pi n\left(\frac{3RP}{4E^*n}\right)^{2/3}
=\pi n^{1/3}\left(\frac{3RP}{4E^*}\right)^{2/3}.
\]
Multiplication by \(c\) gives the trapped abrasives per nominal area, and by \(sv\) the volume removed per nominal area and time, which is \(\dot h\). \(\blacksquare\)

The number of contacts stays at \(n\); only their size changes. Their mean pressure,
\[
\bar p=\frac{F}{\pi a^2}=\frac{4E^*a}{3\pi R}\propto P^{1/3},
\]
takes up the rest of the load. Extra load goes partly into more area, which recruits abrasives, and partly into higher contact pressure, which under assumption 4 removes nothing more.

## Worked example

Take \(P=20\) kPa, \(v=1\) m/s, \(R=50\) µm and \(n=20\) per mm². The pad has modulus 300 MPa and Poisson ratio 0.40; the wafer has 70 GPa and 0.17. These give \(E^*=355\) MPa. Further, \(c=1\) per µm² and \(s=2\) nm³ per nm of sliding.

The load per tip is \(P/n=1.00\) mN, so
\[
a^3=\frac{3(1.00\ \mathrm{mN})(50\ \text{µm})}{4(355.4\ \mathrm{MPa})}=105.5\ \text{µm}^3,
\]
and \(a=4.73\) µm. One contact covers 70.2 µm² and holds about 70 abrasives. The contact fraction is \(n\pi a^2=0.00140\), and
\[
\dot h=0.00140\times(1\ \text{µm}^{-2})(2\ \mathrm{nm}^2)(1\ \mathrm{m/s})=2.81\ \mathrm{nm/s},
\]
or 168 nm/min.

The conditions on size hold well. The spacing is 224 µm, far above \(a\), and at the contact edge the parabola differs from the sphere's height by 0.2% of the parabola's height.

The area law was also tested by a numerical contact solution that assumes neither the pressure profile nor the contact radius. For contact radii between 3 and 7 µm its area grows with load to the power 0.667. Randomly scattered abrasives counted inside these numerical contacts give 169 nm/min at 20 kPa.

## When can the volume per abrasive be constant?

Assumption 4 needs a mechanism, because \(\bar p\) rises with \(P\). Suppose that the pad wraps around each abrasive, of diameter \(d\), and touches the wafer beside it. The abrasive is then pushed into the pad by about \(d\), whatever the nominal pressure. Eliminating \(a\) from Lemma 3 gives \(F=\tfrac43E^*\sqrt R\,\delta^{3/2}\). With radius \(d/2\) and depth \(d\), the force is
\[
F_w\approx\tfrac43E^*\sqrt{d/2}\;d^{3/2}.
\]
This is rough, since the depth is not small against the radius: the parabolic contact it assumes is 1.4 times as wide as the abrasive, and for a true sphere the elastic force is about 20% lower. For \(d=50\) nm it gives 0.84 µN. Spread over the abrasive's cross-section, that is about 430 MPa, some twenty times the rough pad yield stress of 20 MPa used below. A pad with that yield stress would give way first. If it presses with about three times its yield stress, the force is only about 0.12 µN. The elastic figures that follow therefore illustrate the scaling for a pad that does not yield. The abrasives then carry \(cF_w/\bar p\), about 6% of the load, which leaves the pad in direct contact as supposed.

To relate force to removal, let the abrasive plough a groove of half-width \(w\) in a surface of hardness \(H\). Only the front half of its contact is supported, so \(F=H\pi w^2/2\). The groove depth is \(w^2/d\), and its parabolic section is
\[
\frac23(2w)\frac{w^2}{d}=\frac{4w^3}{3d}\propto F^{3/2}.
\]
For a rough \(H=5\) GPa the section is 29 nm². The assumed \(s\) is 7% of this; the rest would be displaced without being removed. With the yield-limited force of 0.12 µN the section is only about 1.5 nm², less than the assumed \(s\), so ploughing alone would not supply it. The value of \(s\) is thus an input, not a result of this estimate. That this share stays constant with pressure is an assumption.

The pad pressure also pushes on the abrasive's back with about \(\bar p\,\pi d^2/4\), which is 3.3% of \(F_w\) and grows as \(P^{1/3}\). With \(s\propto F^{3/2}\) the exponent rises by \(\tfrac32\cdot\tfrac13\cdot0.033/1.033\approx0.016\), to 0.683. This counts only the direct push. The contact around the abrasive also holds the pad surface down close beside it, so that denting the pad by \(d\) takes more force than \(F_w\). This further force grows with \(\bar p\) too, and it is the larger effect: in the elastic picture, for an abrasive with the parabolic profile implied by \(F_w\), the force at 20 kPa is roughly a third above \(F_w\), the abrasives' share of the load is about 8%, and the exponent rises to about 0.75. For a true spherical profile it rises to about 0.72. For an elastic pad, equal volume is therefore only a rough approximation.

**The opposite limit.** If the abrasives are so dense that they carry the whole load, each bears \(f=p/c\). Keep the pressure profile of Lemma 2, which neglects the compliance of the abrasive layer, and write the removed section as \(\kappa f^{3/2}\), with \(\kappa\) constant. Then
\[
\dot h=nv\kappa c^{-1/2}\int p^{3/2}dA
=\tfrac47\pi nv\kappa c^{-1/2}a^2p_0^{3/2},
\]
because \(\int_0^1w^{3/4}dw=4/7\). Since \(p_0\propto a\), this grows as \(a^{7/2}\propto P^{7/6}\). Allowing for the elastic denting of the pad by each abrasive changes the exponent little in the example: about 1.19 at 30 abrasives per µm² and 1.17 at 400. In the example the elastic estimate puts the change of regime near \(c=\bar p/F_w\), about 17 abrasives per µm². This uses the force on an isolated abrasive; neighbours raise it, and for a square array at the mean pressure the pad leaves the wafer near 14 per µm². A yielding pad, which presses less on each abrasive, moves it to higher density. With this removal law and equal heights, the exponent \(2/3\) is therefore lost when the abrasives carry the whole load.

## Abrasives just outside the contact

Around each contact lies a ring where the gap is positive but smaller than \(d\). Abrasives there are squeezed too. To find the ring's width, put \(r=a(1+\varepsilon)\) with small \(\varepsilon\). Then \(\arcsin(a/r)\approx\pi/2-\sqrt{2\varepsilon}\), and both terms of \(g'\) contribute equally:
\[
g'\approx\frac{4a}{\pi R}\sqrt{2\varepsilon},\qquad
g\approx\frac{8\sqrt2}{3\pi}\frac{a^2}{R}\,\varepsilon^{3/2}.
\]
Setting \(g=d\) gives a relative width \(\varepsilon_d\propto(dR/a^2)^{2/3}\propto P^{-4/9}\). For \(a^2/R=0.447\) µm it gives \(\varepsilon_d\approx0.21\). The full gap formula puts the ring's outer radius at 5.70 µm, which agrees.

An abrasive in the ring is pushed into the pad by \(d-g\), so its force scales as \((d-g)^{3/2}\) and its removal as \((d-g)^{9/4}\). With the same \(c\) in the ring, and removal continuous at the contact edge, the ring adds 18.5% to the removal inside the contact. For a narrow ring this addition scales as \(\varepsilon_d\), so it shifts the exponent by about \(-\tfrac49\cdot0.185/1.185=-0.07\). The full calculation gives 0.593. The correction fades when the approach \(a^2/R\) is much larger than \(d\).

## Unequal heights

**Proposition.** If the number of tips per height interval falls as \((n/\lambda)e^{-z/\lambda}\) for \(z\ge0\), tips do not influence one another, and the load is small enough that the flat stays at or above \(z=0\), the real contact area is proportional to \(P\).

**Proof.** Let the flat stand at height \(D\ge0\). A tip of height \(z>D\) is compressed by \(x=z-D\). By Lemma 3 it has area \(\pi Rx\) and load \(\tfrac43E^*\sqrt R\,x^{3/2}\). Summing over tips gives
\[
A=n\pi R\lambda e^{-D/\lambda},\qquad
P=n\sqrt\pi\,E^*\sqrt R\,\lambda^{3/2}e^{-D/\lambda},
\]
where \(\int_0^\infty x^{3/2}e^{-x/\lambda}dx/\lambda=\tfrac{3\sqrt\pi}4\lambda^{3/2}\). Hence \(A=P\sqrt{\pi R/\lambda}/E^*\). \(\blacksquare\)

Here more load brings in new contacts and leaves the mean contact pressure unchanged. With \(c\) and \(s\) fixed, removal is linear in \(P\). A Gaussian height distribution lies between the two laws. For the example's total tip density, at 20 kPa:

| Height spread (µm) | Exponent | Rate relative to equal heights | Tips touching |
|---|---|---|---|
| 0.1 | 0.68 | 0.99 | 100% |
| 0.5 | 0.84 | 0.80 | 70% |
| 5 | 0.94 | 0.35 | 7% |

The scale that matters is the approach of 0.447 µm. "Equal height" means equal to well within that distance.

## Comparison with a real polishing process

The example is set in the regime of silica polishing on a polyurethane pad, where pressures of tens of kPa, speeds near 1 m/s and removal of order 100 nm/min are rough typical values. The absolute rate is no prediction, since it is proportional to the chosen \(c\) and \(s\). Real pads clearly break the assumption of equal height: their surface heights vary by micrometres. A spread of 5 µm lowers the example's rate from 168 to about 60 nm/min and moves the exponent close to 1. Even that estimate is strained, because the mean contact pressure rises from 14 to about 40 MPa, twice a rough pad yield stress of 20 MPa. A tip first yields at a mean pressure of about 1.2 times the yield stress, and tips beyond that point would carry about 96% of the load. With equal heights the peak pressure is 1.07 times that stress at 20 kPa and 1.35 times at 40 kPa. In frictionless contact with Poisson ratio 0.40, first yield (von Mises) occurs below the surface when the peak pressure reaches about 1.7 times the yield stress, so these tips stay elastic up to roughly 85 kPa; friction, neglected here, would lower that limit. If fully yielded tips hold a constant mean pressure, their area is proportional to load, again with exponent 1.

Heat softens the pad. Halving the pad modulus at fixed \(c\) and \(s\) multiplies the rate by 1.58 through the larger contacts. If the abrasive force is \(F_w\propto E^*\), however, then \(s\propto E^{*3/2}\) and the rate scales as \(E^{*\,3/2-2/3}=E^{*\,5/6}\), so softening lowers it. The theorem alone does not settle the effect of temperature; that depends on what fixes \(s\). In both cases the pressure exponent stays at \(2/3\), provided that the modulus itself does not change with pressure and that the force added to each abrasive by the pad pressure, described above, and the ring of abrasives outside each contact are neglected.

The numerical output lists the inputs of the worked example.

## Numbers as computed

```
Nominal pressure: 20.0 kPa
Sliding speed: 1.0 m/s
Pad modulus: 300 MPa; Poisson ratio: 0.40
Wafer modulus: 70 GPa; Poisson ratio: 0.17
Reduced modulus: 355.4 MPa
Tip radius: 50 um
Tip density: 20 per mm2
Tip spacing: 224 um
Abrasive diameter: 50 nm
Trapped density in contact: 1.0 per um2
Volume per sliding length: 2.0 nm3/nm
Load per tip: 1.000 mN
Contact radius: 4.725 um
Contact area per tip: 70.15 um2
Approach of tip: 0.447 um
Real contact fraction: 0.1403 %
Mean contact pressure: 14.25 MPa
Peak contact pressure: 21.38 MPa
Trapped abrasives per tip: 70.2
Trapped per nominal area: 1403 per mm2
Rate at 10 kPa: 106.1 nm/min; random count: 106.3 nm/min
Rate at 20 kPa: 168.4 nm/min; random count: 169.2 nm/min
Rate at 40 kPa: 267.3 nm/min; random count: 268.5 nm/min
Rate ratio for doubled pressure: 1.5874
Numerical area exponent: 0.6674
Exponent, fixed volume per passage: 0.3341
Exponent, abrasives carry all load: 1.1667
Exponent, exponential heights: 1.0000
Gaussian height spread 0.1 um: exponent 0.684, rate factor 0.987, touching 100.0 %
Gaussian height spread 0.5 um: exponent 0.841, rate factor 0.797, touching 69.9 %
Gaussian height spread 5.0 um: exponent 0.938, rate factor 0.354, touching 7.1 %
Outer radius of trapping ring: 5.701 um
Extra removal from ring: 18.5 %
Local exponent with ring: 0.593
Force on wrapped abrasive (rough): 0.838 uN
Load share of abrasives (rough): 5.9 %
Added force from pad pressure: 3.3 %
Local exponent with added force: 0.683
Assumed surface hardness (rough): 5.0 GPa
Full plastic groove section (rough): 29.4 nm2
Removed share of groove: 6.8 %
Assumed pad yield stress (rough): 20 MPa
Peak pressure / pad yield stress: 1.07
Rate factor if heat halves pad modulus: 1.585
Sphere/paraboloid profile error: 0.22 %
```
